# Hirth-Lothe Dislocation Velocity: Activation Energies of Short and Long Segments

Suppose that an atomistic calculation has supplied the formation energy $F$ of a kink and its migration barrier $W$, and that a dislocation velocity is wanted at another temperature. Before any number can be inserted, one must decide whether the exponent contains $F+W$ or $2F+W$. For the parameters used below, at 800 K, the two exponentials differ by a factor $e^{-F/kT}\approx4\times10^{-5}$; the prefactors differ too, by the ratio of the segment length to the kink jump length, so the velocities differ by much less. The choice depends on the segment length, and also on what happens to kinks at the segment ends.

## Kinks, jumps and rates

A straight dislocation lies in a valley of the Peierls potential, with the next valley a distance $h$ away. A kink is a step of height $h$ joining adjacent valleys. Kinks sit at positions spaced by $a$ along the line and jump between neighbouring positions over the barrier $W$. The net resolved shear stress is $\tau$ and the Burgers vector has length $b$.

The stress exerts a force $\tau b$ per unit length. When a kink jumps by $a$ in the favoured direction, a piece of line of length $a$ advances by $h$, and the stress does the work

$$\tau b\,a h=fa,\qquad f=\tau bh .\tag{1}$$

Thus $f$ is the force on a kink. Dividing the bias equally between the two directions, we take the jump rates with and against the force as

$$p=\nu e^{-W/kT}e^{fa/2kT},\qquad q=\nu e^{-W/kT}e^{-fa/2kT}.\tag{2}$$

Without stress the mean square displacement is $2a^2\nu e^{-W/kT}t=2Dt$, so $D=\nu a^2e^{-W/kT}$. Under stress the drift velocity is

$$v_k=a(p-q)=2a\nu e^{-W/kT}\sinh\frac{fa}{2kT}\simeq\frac{Df}{kT}\qquad(fa\ll kT).\tag{3}$$

Let $\sigma_i=0,+,-$ describe the bond between line sites $i-1$ and $i$: empty, or holding a kink of either sign. A $+$ kink means that the left side is ahead. Advancing site $i$ lowers $\sigma_i$ by one and raises $\sigma_{i+1}$ by one, so $+$ kinks drift right and $-$ kinks drift left. The forward moves of the pair $(\sigma_i,\sigma_{i+1})$ are

$$
\begin{aligned}
(+,0)&\to(0,+), & (0,-)&\to(-,0) &&\text{at rate }p,\\
(+,-)&\to(0,0) &&&&\text{at rate }2p,\\
(0,0)&\to(-,+) &&&&\text{at rate }2pw^2,
\end{aligned}\tag{4}
$$

with $w=e^{-F/kT}$. Annihilation has rate $2p$ because either kink may make the last jump, here assumed to have the ordinary barrier $W$. The creation rate then follows from detailed balance. The reverse of creation is annihilation against the stress, at rate $2q$. The new pair costs $2F-fa$, so the ratio of the two rates must be $e^{-(2F-fa)/kT}=w^2p/q$, which gives $2pw^2$. Backward moves are the reverses of the moves in (4), with $p$ replaced by $q$ in the single jumps and annihilations, and a creation rate $2qw^2$.

Each bond holds at most one kink, and kinks otherwise do not interact. The attraction between unlike kinks is restored later.

## The long segment

Stress creates pairs faster, but it also sweeps kinks together faster. To find the resulting density, try the equilibrium weight $w^{N_k}$ for a configuration with $N_k$ kinks. It is stationary if the flow out of each configuration equals the flow in.

Let $N(+0)$ be the number of neighbouring bond pairs $(+,0)$ in the configuration, and similarly for other pairs. For forward moves, the outflow divided by $p$ and by the configuration's weight is

$$N(+0)+N(0-)+2N(+-)+2w^2N(00).\tag{5}$$

The inflow ends in $(0,+)$ or $(-,0)$ after a single jump, in $(0,0)$ after annihilation, or in $(-,+)$ after creation. Annihilation starts from a configuration with relative weight $w^2$, creation from one with relative weight $w^{-2}$. The inflow in the same units is therefore

$$N(0+)+N(-0)+2w^2N(00)+2N(-+).\tag{6}$$

The terms in $N(00)$ cancel. In what remains, each neighbouring pair contributes $\sigma_i-\sigma_{i+1}$: for instance $(+,-)$ contributes $2$ and $(0,+)$ contributes $-1$. Hence, for $M$ bonds,

$$\text{outflow}-\text{inflow}=\sum_{i=1}^{M-1}(\sigma_i-\sigma_{i+1})=\sigma_1-\sigma_M .\tag{7}$$

The ends must supply the missing terms. Let an end absorb an arriving kink at rate $p$ and emit a kink at rate $pw$, the value required by detailed balance for one kink. At the left end, $\sigma_1=-$ can leave by absorption and contributes $+1$. The state $\sigma_1=+$ is reached by emission from $0$, with weight ratio $w^{-1}$ and rate $w$, and contributes $-1$. For $\sigma_1=0$, emission out and absorption in are both $w$ and cancel. The left end thus contributes $-\sigma_1$. The same count at the right end gives $+\sigma_M$, and the total vanishes. Backward moves reverse all the signs and cancel likewise.

The equilibrium distribution therefore remains stationary under stress in this model. Each bond is independently empty with probability $\rho_0=1/(1+2w)$ and holds a kink of a given sign with probability $w\rho_0$. The forward advance rate of a site is, from (4),

$$p\rho_0^2\left(w+w+2w^2+2w^2\right)=2pw\rho_0^2(1+2w)=\frac{2pw}{1+2w}.\tag{8}$$

Subtracting the backward rate and multiplying by $h$ gives

$$v=\frac{2hw(p-q)}{1+2w}\simeq2hc\,v_k,\qquad c=\frac{e^{-F/kT}}a,\tag{9}$$

for $w\ll1$, where $c$ is the equilibrium density of kinks of one sign. With (1) and (3),

$$v_{\rm long}=\frac{2\nu abh^2\tau}{kT}\,e^{-(F+W)/kT}.\tag{10}$$

A pair costs $2F$, but it supplies two kinks, and balance between creation and annihilation fixes the product of their densities. The square root of $e^{-2F/kT}$ leaves a single $F$.

Equation (9) contains no length. If the ends emit kinks at the equilibrium rate, even a very short segment has the long-segment velocity. Numerical solution of the rate equations for 2, 3 and 5 bonds, with $w=0.2$ and $fa/kT=0.1$ and $1$, reproduced the first form of (9) to a relative error below $10^{-14}$. A short-segment law thus needs a further assumption.

## The short segment

Now let the ends absorb kinks at the full rate but emit none. Such an end is an idealised sink: it does not satisfy detailed balance, and it depletes the kink density even without stress. Take $M$ bonds, with $M-1$ interior sites where pairs can form, and define $L=(M-1)a$. If $cL\ll1$, a pair usually finishes its life before another forms.

A forward pair has its $-$ kink at bond $i$ and its $+$ kink at bond $j>i$, with separation $n=j-i$. Set $i=0$ once the $-$ kink has left, and $j=M+1$ once the $+$ kink has left. If both leave through their own ends, the whole line has advanced by $h$. If they meet, or if the remaining kink goes back to the opposite end, the net advance is zero.

Let $\phi(n)$ be the probability of success. While both kinks are present, the separation grows at rate $2p$ and shrinks at rate $2q$:

$$p[\phi(n+1)-\phi(n)]+q[\phi(n-1)-\phi(n)]=0.\tag{11}$$

After one kink has left, both rates are halved and the equation is unchanged. With $r=q/p$, the function $1-r^n$ solves it, since

$$p(r^n-r^{n+1})+q(r^n-r^{n-1})=r^n[(p-q)+(q-p)]=0.\tag{12}$$

The conditions $\phi(0)=0$ and $\phi(M+1)=1$ fix the solution. A new pair has $n=1$, so its probability of success is

$$\phi_+=\frac{1-r}{1-r^{M+1}}.\tag{13}$$

For a backward pair, $p$ and $q$ change places:

$$\phi_-=\frac{1-r^{-1}}{1-r^{-(M+1)}}=\frac{r^M(1-r)}{1-r^{M+1}}.\tag{14}$$

The creation rates in (4) now give, to lowest order in the kink density,

$$
\begin{aligned}
\frac vh&=2w^2(M-1)(p\phi_+-q\phi_-)\\
&=2w^2(M-1)\frac{(1-r)(p-qr^M)}{1-r^{M+1}}\\
&=2w^2(M-1)(p-q).
\end{aligned}\tag{15}
$$

The last line uses $q=pr$, so that $p-qr^M=p(1-r^{M+1})$. Substituting $w=ca$, $p-q=v_k/a$ and $M-1=L/a$ gives

$$v_{\rm short}=hJL,\qquad J=2v_kc^2,\tag{16}$$

$$v_{\rm short}=\frac{2\nu bh^2\tau L}{kT}\,e^{-(2F+W)/kT}.\tag{17}$$

Here $J$ is the net rate of successful nucleation per unit length. Each pair sweeps the whole segment once, so both formation energies remain in the exponent. The cancellation in (15) shows that $fL$ need not exceed $kT$. For 2, 4 and 6 bonds, with $w=10^{-3}$ and the same two biases, the rate equations agreed with (15) to a relative error of $3.2\times10^{-5}$ or better.

The same $J$ follows from diffusion in the pair separation $x$. The pair energy is $E(x)=2F-fx$, the equilibrium density of pairs per unit length and unit separation is $a^{-2}e^{-E/kT}$, and the relative diffusion coefficient is $2D$. For a pair density $g(x)$ the steady flux is

$$J=-2De^{-E/kT}\frac{d}{dx}\left(g\,e^{E/kT}\right).\tag{18}$$

Divide by $e^{-E/kT}$ and integrate from $x=0$, where $g\,e^{E/kT}=a^{-2}$, to large $x$, where escaping pairs have $g\,e^{E/kT}\to0$:

$$J=\frac{2D}{a^2\int_0^\infty e^{E/kT}dx}
=\frac{2D}{a^2}\,\frac{f}{kT}\,e^{-2F/kT}=2v_kc^2.\tag{19}$$

This form will accommodate the attraction between kinks.

## Between the limits

The velocities (9) and (16) are equal when $L=X$, with

$$X=\frac1c=a\,e^{F/kT}.\tag{20}$$

To describe the crossover, assume that drift dominates diffusion over this distance, $fX\gg kT$, and neglect correlations between the kink densities $n_+$ and $n_-$. Opposite kinks approach at speed $2v_k$, so the steady balance is

$$n_+'=2(c^2-n_+n_-),\qquad n_-'=-n_+'.\tag{21}$$

Hence $N=n_++n_-$ is uniform. Each passing kink advances the line by $h$, so $v=hv_kN$. Absorbing ends impose $n_+(0)=0$ and $n_-(L)=0$, hence $n_+(L)=N$. With $m=n_+-N/2$ and $\kappa^2=c^2-N^2/4$, equation (21) becomes $m'=2(m^2+\kappa^2)$. Integration along the segment gives

$$2L=\int_{-N/2}^{N/2}\frac{dm}{m^2+\kappa^2}
=\frac2\kappa\arctan\frac N{2\kappa}.\tag{22}$$

Setting $N=2c\sin\theta$ makes $\kappa=c\cos\theta$ and the arctangent equal to $\theta$. Therefore

$$v=2hcv_k\sin\theta,\qquad \frac{\theta}{\cos\theta}=cL,\qquad 0<\theta<\frac\pi2.\tag{23}$$

For $cL\ll1$, $\sin\theta\simeq\theta\simeq cL$, which recovers (16). For $cL\gg1$, $\theta\to\pi/2$, which recovers (9).

A simulation of ballistic kinks with random nucleation, using about $4\times10^5$ events for each length, keeps the correlations that (21) omits. At six values of $cL$ from 0.1 to 30, the mean-field velocity was at most 4.9% above the simulated one, with the largest difference at $cL=3$. The simple interpolation $v=2hcv_k\,L/(L+X)$ has the right limits but lies lower: at $cL=1$ it gives 0.50 in units of $2hcv_k$, against 0.66 from the simulation and 0.67 from (23).

## The apparent activation energy

An Arrhenius plot measures $Q=-\partial\ln v/\partial\beta$, with $\beta=1/kT$. Hold $\tau$, $L$ and the model parameters fixed. From (10) and (23), $v\propto\beta e^{-\beta(F+W)}\sin\theta$, and so

$$Q=F+W-kT-\frac{\partial\ln\sin\theta}{\partial\beta}.\tag{24}$$

Let $y=cL$. Since $y\propto e^{-\beta F}$, $\partial\ln y/\partial\beta=-F$. Also $d\ln\sin\theta/d\theta=\cot\theta$, while $\ln y=\ln\theta-\ln\cos\theta$ gives $d\ln y/d\theta=1/\theta+\tan\theta$. Thus

$$Q=W-kT+F(1+s),\qquad
s=\frac{d\ln\sin\theta}{d\ln y}=\frac{\theta\cot\theta}{1+\theta\tan\theta}.\tag{25}$$

In the short limit $s\to1$ and $Q=2F+W-kT$. In the long limit $s\to0$ and $Q=F+W-kT$. The term $-kT$ comes from the factor $1/kT$ in the drift velocity.

One specimen can show both slopes. Setting $X=L$ in (20) gives

$$kT_\times=\frac{F}{\ln(L/a)}.\tag{26}$$

Below $T_\times$ kinks are sparse, $X>L$, and the segment is short in the present sense, with the larger slope. Above $T_\times$ the slope falls towards the long-segment value.

## A numerical case

Take the round values $F=0.7$ eV, $W=1.2$ eV, $a=b=0.38$ nm, $h=0.33$ nm, $\nu=10$ THz, $\tau=20$ MPa and $T=800$ K. Then $kT=0.0689$ eV and $f=\tau bh=0.0157$ eV/nm. The ratio $fa/kT=0.086$ is small, and replacing the hyperbolic sine in (3) by its argument changes $v_k$ by only 0.03%.

The density is $c=1.02\times10^{-4}$ nm$^{-1}$, so $X=9.8$ µm. Since $kT/f=4.4$ nm, the condition $fX\gg kT$ holds. With $D=3.98\times10^4$ nm$^2$/s,

$$v_k=\frac{3.98\times10^4}{4.40}\ \text{nm/s}\simeq9.04\times10^3\ \text{nm/s},$$

$$v_{\rm long}=2(0.33)(1.02\times10^{-4})(9.04\times10^3)\ \text{nm/s}\simeq0.61\ \text{nm/s}.$$

For $L=1$ µm, the nucleation rate $J=1.90\times10^{-4}$ nm$^{-1}$s$^{-1}$ gives

$$v_{\rm short}=(0.33)(1.90\times10^{-4})(1000)\ \text{nm/s}\simeq0.063\ \text{nm/s}.$$

Equations (23) and (25) give, at the same net stress:

| $L$ | $cL$ | $v$ (nm/s) | $Q$ (eV) |
|---|---:|---:|---:|
| 1 µm | 0.10 | 0.062 | 2.52 |
| 10 µm | 1.02 | 0.42 | 2.16 |
| 1 mm | 102 | 0.61 | 1.83 |

The limiting slopes are 2.53 and 1.83 eV. The 10 µm segment has an intermediate slope, which should be identified with neither sum of energies; its value carries the mean-field error of (23), and the correlations omitted there lower it by about 0.02 eV. For the 1 µm segment, (26) gives $T_\times\approx1030$ K. Cooling from 900 to 700 K raises the ratio of the 1 mm velocity to the 1 µm velocity from 3.4 to 42. Extrapolating from one length to the other with a constant ratio would therefore fail.

## Attraction between the kinks

Unlike kinks attract elastically. Write the pair energy as $E(x)=2F-A/x-fx$. Its maximum lies where $A/x^2=f$, at $x_*=\sqrt{A/f}$, and is lower than $2F$ by $2\sqrt{Af}$. In (19), the integral without attraction, $kT/f$, is replaced by

$$I=\int_0^\infty\exp\left[-\frac{A/x+fx}{kT}\right]dx.\tag{27}$$

Put $x=x_*e^u$ and $z=2\sqrt{Af}/kT$. The exponent becomes $-z\cosh u$, and the odd part of $e^u$ integrates to zero:

$$I=x_*\int_{-\infty}^{\infty}e^u e^{-z\cosh u}du=2x_*K_1(z),\tag{28}$$

where $K_1$ is a modified Bessel function. The nucleation rate is multiplied by

$$G=\frac{kT/f}{I}=\frac1{zK_1(z)}.\tag{29}$$

Provided that pairs formed next to the absorbing ends contribute little, the short-segment velocity rises by $G$. This requires that a kink leaving through an end still pays its binding energy $A/x$ to its partner. If it could leave at the unmodified rate $p$, the tightly bound pairs at the ends would matter: for the value of $A$ used below, $e^{A/akT}\approx10^5$ against $L/a\approx2600$ sites at 1 µm, and the ends would dominate the nucleation. In a long segment under drift, creation balances annihilation when $J=2v_kn^2$, with $n$ the density of each sign. Hence $v=2hv_kn=h\sqrt{2Jv_k}$ rises by $\sqrt G$.

For $A=0.3$ eV nm, a round value, $x_*=4.4$ nm, the maximum falls by 0.14 eV and $z=1.99$. This gives $G=3.5$ and $\sqrt G=1.9$, and reduces $X=1/n$ to 5.2 µm. A discrete chain of pair separations gave 3.55 for $G$, against 3.54 from (29).

The slopes change too. Using $d(zK_1)/dz=-zK_0$ and $dz/d\beta=z/\beta$ at fixed $A$ and $f$,

$$\Delta Q_{\rm short}=-\frac{\partial\ln G}{\partial\beta}
=-kT\,\frac{zK_0(z)}{K_1(z)},\qquad
\Delta Q_{\rm long}=\tfrac12\Delta Q_{\rm short}.\tag{30}$$

These shifts are $-0.11$ and $-0.06$ eV, so the limiting slopes become about 2.42 and 1.78 eV. An energy fitted at one stress is therefore not a stress-independent sum of $F$ and $W$.

## Use for real dislocations

The parameters lie in the rough regime of glide dislocations in silicon, where activation energies of roughly 2 eV are typical; they do not predict its velocity. Real glide dislocations in silicon are usually split into partials, whose kinks may have different energies. Activation entropies are also omitted: a total entropy of $3k$, for example, would multiply a velocity by $e^3\approx20$. Quantum corrections to the jump rate are small here: if the barrier has a frequency close to $\nu$, the leading tunnelling term $(2\pi\hbar\nu/kT)^2/24$ is about 1.5%, and quantisation of the vibration in the well adds a term of the same order.

The ends need the most care. If a moving segment leaves dislocation line behind at its ends, line tension opposes it with a stress of order $\mu b/L$. For a shear modulus $\mu=60$ GPa and $L=1$ µm this is about 20 MPa, comparable with the assumed net stress. The line energy also contains a logarithm of $L$ over the core size, which raises this estimate somewhat. An applied stress of roughly two to three times $\tau$ would then be needed to leave $\tau=20$ MPa. Comparing lengths at equal applied stress would mix this effect with the kink statistics.

A segment running between two free surfaces need not trail line in this way, but the surfaces may emit kinks. If they do so at the equilibrium rate, and attraction between kinks is neglected, (9) applies at every length and $F+W$ is the appropriate sum. The sum $2F+W$ is justified when $L\ll X$ and emission from the ends is negligible beside pair formation. Without attraction, if each end emits at a small fraction $\epsilon$ of the equilibrium rate while still absorbing at the full rate, the crossing probabilities (13) and (14) give an extra velocity $2hcv_k\epsilon$. Comparison with (16) shows that $\epsilon\ll cL$ is then required, which is much stricter than $\epsilon\ll1$. If instead a barrier at the end reduces emission and absorption by the same $\epsilon$, as detailed balance demands, an emitted kink returns less often. For $fL\gg kT$ it escapes at the effective rate $p(1-r)$ and returns at rate $\epsilon q$, so the extra velocity is $2hcv_k\epsilon/(1-r+\epsilon r)$. The condition tightens to $\epsilon\ll(1-r)\,cL\simeq cL\,fa/kT$, about 0.009 for the 1 µm segment. A measured proportionality between $v$ and $L$ at fixed net stress would support that choice; a short length alone does not establish it. The numerical output below gives the remaining values.

## Calculated quantities

```
chain, emitting ends: worst relative error 6.8e-15
chain, absorbing ends: worst relative error 3.2e-05
v/(2 h c v_k): cL, simulation, mean field, L/(L+X)
    0.1  0.0994  0.0993  0.0909
    0.3  0.2840  0.2837  0.2308
    1.0  0.6565  0.6736  0.5000
    3.0  0.8776  0.9208  0.7500
   10.0  0.9596  0.9898  0.9091
   30.0  0.9868  0.9987  0.9677
inputs: F = 0.7 eV, W = 1.2 eV, a = b = 0.38 nm, h = 0.33 nm
inputs: nu = 1.0e+13 1/s, tau = 20 MPa, T = 800 K
kT = 0.06894 eV
force on a kink f = 0.01565 eV/nm
f a/kT = 0.0863
drift length kT/f = 4.404 nm
kink density per sign c = 1.0243e-04 1/nm
crossover length X = 1/c = 9.763 um
kink diffusion coefficient D = 3.9802e+04 nm^2/s
kink drift velocity v_k = 9.0376e+03 nm/s
nucleation rate J = 1.8963e-04 1/(nm s)
long-segment limit v = 6.1095e-01 nm/s
short-segment law at 1 um v = 6.2578e-02 nm/s
L (um), cL, v (nm/s), apparent energy (eV)
       1  0.1024  6.2145e-02  2.5214
      10  1.0243  4.1630e-01  2.1630
    1000  102.4261  6.1088e-01  1.8312
F + W = 1.90 eV, less kT = 1.8311 eV
2F + W = 2.60 eV, less kT = 2.5311 eV
temperature where X = 1 um: 1031.5 K
T (K), v at 1 um, v at 1 mm (nm/s)
  700  3.2685e-04  1.3590e-02
  800  6.2145e-02  6.1088e-01
  900  3.4548e+00  1.1609e+01
kink attraction A = 0.3 eV nm, z = 1.9881
saddle separation = 4.378 nm
saddle lowering 2 sqrt(A f) = 0.1371 eV
attraction: J and short v times 3.540
same factor from the discrete pair chain 3.551
attraction: long v times 1.882
attraction: X becomes 5.189 um
attraction: short apparent energy shift -0.1115 eV
attraction: long apparent energy shift -0.0557 eV
nonlinear drift correction 0.0310 %
leading quantum correction to jump rate 1.50 %
line-tension stress mu b/L at 1 um = 22.8 MPa (mu = 60 GPa)
```
